# Why a Strong Field Imitates Temperature in Hopping Systems

Suppose carriers hop between localized states whose energies differ by 0.20 eV, in a solid held at 300 K. The lattice temperature alone gives an odds ratio of $4.4\times10^{-4}$ between the occupations of an upper and a lower state. In the model below, a field of $10^8$ V/m raises this ratio to 0.048, about a hundred times more, while the lattice stays at 300 K. Within the model, an estimate of the occupation that uses only the lattice temperature therefore fails badly. When the sites are closely spaced, what replaces it is an energy scale set by the field and the localization length.

**What the field pays for**

Let a localized wavefunction decay as $\exp(-r/a)$, which defines the localization length $a$. Let $e>0$ be the magnitude of the carrier charge, $F$ the field strength, and $x$ the displacement of a hop along the electric force. The site energy $\varepsilon$ excludes the potential of the applied field. A hop that raises the site energy by $\Delta$ thus changes the total energy by $\Delta-eFx$. The hop rate is taken as

$$
\nu=\nu_0e^{-2r/a}\min\left[1,e^{-(\Delta-eFx)/kT}\right],
$$

where $\nu_0$ is a constant. The first exponential is the tunnelling probability. The second is the cost of absorbing a phonon when the total energy rises.

Without a field, hops up and down over the same distance have the rate ratio $e^{-\Delta/kT}$ for $\Delta>0$. This ratio produces thermal occupation.

Now set $T=0$ and apply the field. No hop may raise the total energy, but a hop may still raise the site energy if the potential drop pays for it:

$$
eFx\geq\Delta,\qquad x\geq\frac{\Delta}{eF}.
$$

Since $r\geq x$, the tunnelling factor of such a hop is at most $\exp[-2\Delta/(eFa)]$. A higher site energy requires a longer hop, and a longer hop is exponentially rarer. Matching the exponent to the thermal one gives

$$
\frac{2\Delta}{eFa}=\frac{\Delta}{kT_F},\qquad
kT_F=\frac{eFa}{2}.
$$

The factor 2 comes from squaring the wavefunction. The exponent is linear in $\Delta$ because the potential drop is linear in distance and the logarithm of the tunnelling factor is too. That is the origin of the resemblance to temperature.

**Averaging over the possible hops**

The exponent leaves open how many sites lie beyond the minimum distance. To count them, place sites at random with uniform density in three dimensions, with energies independent of position, and replace each site's surroundings by their average. Use the dimensionless variables

$$
u=\frac{2\Delta}{eFa}=\frac{\Delta}{kT_F},\qquad y=\frac{2x}{a}.
$$

First integrate the tunnelling factor over a plane of fixed $x$. If $R$ is the distance within the plane, $r^2=x^2+R^2$ and $R\,dR=r\,dr$, so

$$
2\pi\int_{|x|}^{\infty}r e^{-2r/a}dr
=2\pi\left(\frac{a|x|}{2}+\frac{a^2}{4}\right)e^{-2|x|/a}
=\frac{\pi a^2}{2}(1+|y|)e^{-|y|}.
$$

The integral over all space is $4\pi\int_0^\infty r^2e^{-2r/a}dr=\pi a^3$. Dividing by it and using $dx=(a/2)dy$ gives the normalized weight

$$
w(y)=\frac14(1+|y|)e^{-|y|}.
$$

At $T=0$ an upward hop needs $y\geq u$. Because the derivative of $-(2+y)e^{-y}$ is $(1+y)e^{-y}$, the averaged upward rate is

$$
K(u)=\int_u^\infty w(y)\,dy=\frac14(2+u)e^{-u}.
$$

A downward hop needs $y\geq-u$. The excluded part, $y<-u$, has by symmetry the weight $K(u)$, so $K(-u)=1-K(u)$.

**Occupation of two levels**

Let the sites have two possible energies separated by $\Delta$, with mean occupations $f_1$ below and $f_2$ above. Neglect correlations between occupations. Hops within one level do not change its population. In the steady state the flux up equals the flux down, and the two site densities cancel:

$$
f_1(1-f_2)K(u)=f_2(1-f_1)K(-u).
$$

The factors $1-f$ require the final site to be empty. Hence

$$
\frac{f_2(1-f_1)}{f_1(1-f_2)}=R(u)
=\frac{(2+u)e^{-u}}{4-(2+u)e^{-u}}.
$$

In thermal equilibrium the left side would be $e^{-\Delta/kT}$. Define the effective temperature by $R=e^{-\Delta/kT_{\rm eff}}$. Taking the logarithm,

$$
\frac{T_{\rm eff}}{T_F}=\frac{u}{u-L},\qquad
L=\ln\frac{2+u}{4-(2+u)e^{-u}}.
$$

This temperature is never below $T_F$. The condition $L\geq0$ means $(2+u)(1+e^{-u})\geq4$. With $v=u/2$ it becomes

$$
1+v\geq\frac{2}{1+e^{-2v}}=1+\tanh v,
$$

which holds because $\tanh v\leq v$ for $v\geq0$.

For small $u$, expansion gives $(2+u)e^{-u}=2-u+u^3/6+\cdots$. Therefore

$$
\ln R=\ln\frac{1-z}{1+z},\qquad z=\frac u2-\frac{u^3}{12}+\cdots .
$$

Since $\ln[(1-z)/(1+z)]=-2z-2z^3/3-\cdots$, this is $-u+u^3/6-u^3/12=-u+u^3/12$ to third order, and $T_{\rm eff}/T_F\simeq1+u^2/12$. The next term is $-u^3/12$, so this form is accurate only for $u\ll1$. For large $u$, $L\simeq\ln[(2+u)/4]$ grows more slowly than $u$, and the ratio returns to 1. Between these limits, numerical maximization gives $kT_{\rm eff}=0.566\,eFa$ at $\Delta=3.18\,eFa$. The whole range is thus from 0.5 to about 0.57 $eFa$. The effective temperature exceeds $T_F$ by at most about 13%, whatever the splitting. The odds ratio itself is more sensitive: for large $u$ it exceeds $e^{-u}$ by the factor $(2+u)/4$, which grows without limit.

**Numbers for one field**

Take the round values $a=1$ nm, $F=10^8$ V/m and $\Delta=0.20$ eV. They illustrate the formulas and describe no particular material; many semiconductors break down at lower fields. Then $eFa=0.100$ eV and $kT_F=0.050$ eV, so $T_F=580$ K. At zero lattice temperature an upward hop must cover at least $0.20/0.10=2.0$ nm along the force. Here $u=0.20/0.050=4$, and

$$
K(4)=\frac{6e^{-4}}4=0.02747,\qquad
R=\frac{0.02747}{0.97253}=0.02825.
$$

The bare exponential would give $e^{-4}=0.0183$. The effective thermal energy is $0.20/\ln(1/0.02825)=0.0561$ eV, or $T_{\rm eff}=651$ K. No phonon has been absorbed: the field supplies the energy, and any excess is emitted to the lattice.

**When the lattice is warm**

At finite $T$, put $s=T_F/T$. The phonon factor of a hop short of the required distance is $e^{-s(u-y)}$, so for $u>0$

$$
K(u)=\int_u^\infty w\,dy+e^{-su}\int_{-\infty}^{u}w(y)e^{sy}dy.
$$

The first integral is known. Split the second at $y=0$ and put $q=1-s$. The two parts, each multiplied by 4, are

$$
\int_0^\infty(1+t)e^{-(1+s)t}dt=\frac1{1+s}+\frac1{(1+s)^2},
$$

$$
\int_0^u(1+y)e^{-qy}dy=\frac{1-e^{-qu}}q+\frac{1-(1+qu)e^{-qu}}{q^2}.
$$

At $s=1$ the last integral is $u+u^2/2$. Thus $K(u)$ is $(2+u)e^{-u}/4$ plus $e^{-su}/4$ times the sum of these two parts.

For a downward hop, only displacements $y<-u$ need a phonon. Writing $y=-(u+z)$ with $z>0$, the phonon factor is $e^{-sz}$, and

$$
K(-u)=1-\frac{(2+u)e^{-u}}4+\frac{e^{-u}}4
\left[\frac{1+u}{1+s}+\frac1{(1+s)^2}\right].
$$

These averaged rates, and those at $T=0$, were tested against direct integration of the hop law over space. The largest relative error was about $10^{-4}$.

For large $u$, $K(-u)$ tends to 1. If $s<1$, the term in $e^{-su}$ dominates $K(u)$. If $s>1$, then $q<0$, and $e^{-su}e^{-qu}=e^{-u}$ dominates, with a prefactor linear in $u$. At $s=1$ the exponential is again $e^{-u}$. The leading exponent is therefore

$$
\min(s,1)\,u=\frac{\Delta}{k\max(T,T_F)}.
$$

The carrier gains site energy by whichever means is exponentially cheaper, activation or a long hop.

A weak field gives a second useful limit. Let $s<1$ and let $u$ be large enough to drop terms in $e^{-u}$ and $e^{-qu}$. Then

$$
\begin{aligned}
K(u)&\simeq\frac{e^{-su}}4\left[\frac1{1+s}+\frac1{1-s}+\frac1{(1+s)^2}+\frac1{(1-s)^2}\right]\\
&=\frac{e^{-su}}4\,\frac{2(1-s^2)+2(1+s^2)}{(1-s^2)^2}
=\frac{e^{-su}}{(1-s^2)^2}.
\end{aligned}
$$

With $K(-u)\simeq1$ and $su=\Delta/kT$, the definition of $T_{\rm eff}$ gives $T/T_{\rm eff}=1+2\ln(1-s^2)/(su)$. For small $s$ this becomes

$$
\frac{T_{\rm eff}}T\simeq1+\frac{2s}{u}=1+\frac{2s^2kT}{\Delta}.
$$

The correction is quadratic in $F$ at fixed $T$ and $\Delta$, and it depends on $\Delta$. In this model, then, no rule combining only $T$ and $T_F$ can give the effective temperature for every splitting. At $u=4$ and $s=0.2$ the estimate is 1.10, and the full formula gives $5.477/5=1.095$. The closeness is partly a cancellation: the logarithmic form gives 1.114, because the dropped terms are not yet negligible at $u=4$.

In the example at 300 K, $s=580/300=1.93$. The full rates give an odds ratio of 0.0477 and $T_{\rm eff}=763$ K. This exceeds both the lattice temperature and the 651 K found at $T=0$, because phonons now assist hops that are too short for the field alone.

**Many levels and real disorder**

With a continuous range of site energies, a Fermi function of temperature $T_*$ would balance every pair of levels separately if $R$ were $e^{-\Delta/kT_*}$ for all $\Delta$. It is not quite so. At $T=0$, two steps of $\Delta=eFa$ have $\ln(1/R)$ adding to $2/0.5392=3.71$, whereas one step of $2eFa$ has $2/0.5607=3.57$. Three equally spaced levels cannot balance pair by pair, and the steady state carries circulating fluxes in energy.

The effect on the occupation is small. For a half-filled band of constant density of states, extending $4eFa$ to each side of its centre, the averaged balance of all incoming and outgoing hops was solved numerically at $T=0$. A Fermi function with $kT_{\rm eff}=0.552\,eFa$ fits the occupation with a largest deviation of about 0.0005 in $f$. In the tail the relative deviation is larger: at $3eFa$ above the centre $f$ is 0.00459 against 0.00436 from the fit, and the difference grows to about 9% at the band edge. The local temperature read from the slope of $\ln[f/(1-f)]$ rises slowly, from 0.550 $eFa$ at the centre to 0.563 $eFa$ at an energy $3eFa$ above it.

Replacing each site's surroundings by an average needs a separate test. This was done by solving the steady state of one carrier on explicit random sites at $T=0$. Let $b$ be a fixed unit of length, with four sites per $b^3$ and $\Delta=2eFb$. The sites fill a periodic box of side $8b$, which leaves out hops longer than $4b$ along the force. For $a=b$ they give $kT_{\rm eff}=0.557\,eFb$, against 0.561 from the averaged theory; the missing long hops lower the value slightly. Reducing $a$ to $0.7b$, with field, splitting and site density unchanged, gives 0.399 against 0.396. The effective temperature does follow the localization length.

For $a=b$ and a density sixteen times lower, the mean of two samples is 0.61 $eFb$, about 9% above the averaged theory. The scatter between samples was not measured, so the size of this difference is uncertain. The result is still of order $eFa$, but the coefficient of the averaged theory should not be relied on closely when sites are this sparse.

Both densities are in fact high for localized states. With $a=b$ they are 4 and 0.25 sites per $a^3$, whereas well-localized states often number a few hundredths per $a^3$ or fewer. At such low densities the odds ratio can vary strongly from one small sample to another, and the averaged formulas give no reliable number.

**Where the likeness ends**

The field does not create thermal equilibrium. At $T=0$, a hop between sites of equal energy can go along the force but not against it, so a current flows; a true temperature without a field gives none. Similar occupations also do not imply that the conductivity at high field equals the weak-field conductivity at $T_{\rm eff}$, since transport depends on the directions and connections of hops as well as on $f$.

The model further assumes a constant $a$, a uniform field, and a phonon prefactor independent of energy. It omits Coulomb correlations and the distortion of the localized states by the field. Neglecting the distortion requires a binding energy well above both $\Delta$ and $eFa$. For a state bound below a band edge with effective mass $m$, the binding energy is about $\hbar^2/(2ma^2)$. At $a=1$ nm this is 0.04 eV for the free-electron mass and 0.4 eV for a tenth of it, so for such states a tenth of the free-electron mass is not yet small enough for the numerical example. The binding energy is then only about $2\Delta$, a state 0.20 eV higher has a localization length about 45% longer, and a WKB estimate of the tunnelling exponent over the 2 nm hop is 3.4 instead of 4, a factor 1.8 in the rate. The change falls to about 10% only near a fiftieth of the free-electron mass. If $a$ grows with site energy, for example, the tunnelling exponent need no longer be linear in $\Delta$, and a single temperature loses its justification. Further values are given in the numerical output.

## Numbers as computed

```
largest relative error of averaged rates: 1.2e-04
maximum two-level kT_eff/(eFa): 0.5659
  reached at Delta/(eFa): 3.18
Delta/(eFa) = 0.1: kT_eff/(eFa) = 0.5014
Delta/(eFa) = 0.5: kT_eff/(eFa) = 0.5182
Delta/(eFa) = 1.0: kT_eff/(eFa) = 0.5392
Delta/(eFa) = 2.0: kT_eff/(eFa) = 0.5607
Delta/(eFa) = 5.0: kT_eff/(eFa) = 0.5617
Delta/(eFa) = 20.0: kT_eff/(eFa) = 0.5312
T_F/T = 0.333: decay exponent per unit u = 0.3333
T_F/T = 3.000: decay exponent per unit u = 0.9839
localization length: 1.0 nm
field: 1.0e+08 V/m
site-energy gap: 0.20 eV
field energy eFa: 0.100 eV
kT_F: 0.050 eV
T_F: 580.2 K
minimum upward hop at T=0: 2.00 nm
u: 4.00
upward averaged rate at T=0: 0.02747
downward averaged rate at T=0: 0.97253
odds ratio, field, T=0: 0.02825
simple estimate exp(-u): 0.01832
effective temperature, T=0: 650.7 K
lattice temperature: 300.0 K
odds ratio, no field, 300 K: 4.367e-04
odds ratio, field, 300 K: 0.04771
effective temperature with field, 300 K: 762.8 K
T/T_F = 0.25: T_eff/T_F = 1.1972
T/T_F = 0.50: T_eff/T_F = 1.3058
T/T_F = 2.00: T_eff/T_F = 2.5323
T/T_F = 5.00: T_eff/T_F = 5.4772
band half-width/(eFa): 4.0
band fitted kT_eff/(eFa): 0.5524
largest deviation from Fermi function: 0.00053
band energy/(eFa) = 0.0: f = 0.50000, local kT_eff/(eFa) = 0.5504
band energy/(eFa) = 1.0: f = 0.14048, local kT_eff/(eFa) = 0.5551
band energy/(eFa) = 2.0: f = 0.02656, local kT_eff/(eFa) = 0.5616
band energy/(eFa) = 3.0: f = 0.00459, local kT_eff/(eFa) = 0.5630
random sites, a/b = 1.0, density*b^3 = 4: kT_eff/(eFb) = 0.5567
  averaged theory: 0.5607
random sites, a/b = 0.7, density*b^3 = 4: kT_eff/(eFb) = 0.3988
  averaged theory: 0.3960
random sites, a/b = 1.0, density*b^3 = 0.25: kT_eff/(eFb) = 0.6093
```
